**Shallow coherent islands: relaxation energy per volume against facet slope**

The program tests the law $|U_{\rm rel}|/V=w_0(1+\nu)ks$, where $w_0=E\varepsilon^2/(1-\nu)$ is the energy density of the unrelaxed film, $E$ the Young modulus, $\nu$ the Poisson ratio, $\varepsilon$ the misfit, $s$ the facet slope and $k$ a shape factor. It minimizes the full elastic energy of cones with finite elements and asserts that the coefficient extrapolated to zero slope agrees with $k=(8/\pi)(G-\tfrac12)$, $G$ being Catalan's constant, within 1%; the output gives 1.0594 against 1.05925. Further assertions cover size independence, the factor for a softer island, the half-space response, the cone and pyramid shape factors, and the repulsion of distant islands. For a flat-topped cone of fixed height and base, the program asserts that doubling the slope multiplies the energy per volume by less than 1.7; the output gives 1.245. For a pyramid with 20 nm base, slope 0.2 and 4% misfit, the linear law gives 0.458 eV/nm³, and the cone calculation suggests a finite-slope reduction of about 9%. The remaining lines estimate effects outside the model. Among the factors that multiply the relaxation energy, the one for intermixing departs most from 1. These estimates rest on rough inputs.

## Numerical verification

```python
# Result under test: a shallow coherent island h(x) = s*L*phi(x/L) relaxes by
#     |U_rel| / V = w0 * (1 + nu) * k * s      (leading order in the slope s)
# w0 = E*eps^2/(1-nu): energy density of the unrelaxed film, eps: misfit,
# E, nu: Young modulus and Poisson ratio, V: island volume,
# k = Q/V for unit slope, Q = integral d2q/(2 pi)^2 |q| |h_q|^2.
# Cone: k = (8/pi)(G - 1/2), G = Catalan's constant. Pyramid: k by quadrature.
import numpy as np
import mpmath
from numpy.polynomial import laguerre as lag
from scipy import constants
from scipy.special import j1
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

young = 130e9          # Pa, rough
nu = 0.28              # rough
misfit = 0.04          # rough
slope = 0.2
base = 20e-9           # m
soft = 0.8             # island modulus / substrate modulus, for the estimate
ev = constants.e


# ---------- full elasticity of a cone on a substrate (finite elements) ------
def with_midpoints(edges):
    nodes = np.empty(2 * len(edges) - 1)
    nodes[::2] = edges
    nodes[1::2] = 0.5 * (edges[1:] + edges[:-1])
    return nodes


def nine_node_cells(grid):
    n0, n1 = grid.shape
    parts = [grid[i:n0 - 2 + i:2, j:n1 - 2 + j:2].ravel()
             for i in range(3) for j in range(3)]
    return np.stack(parts, axis=1)


def cone_relaxed_fraction(s, radius=1.0, modulus_ratio=1.0):
    """|U_rel|/(w0 V) from the minimum of the elastic energy, unit misfit."""
    far, n, layers = 12.0, 24, 3
    t = np.linspace(0, 1, n + 1)
    growth = np.expm1(7 * t) / np.expm1(7)
    inner = radius * (1 - np.cos(np.pi * t)) / 2
    outer = radius + (far - radius) * growth
    r1 = with_midpoints(np.concatenate([inner, outer[1:]]))
    z1 = with_midpoints(-far * growth[::-1])
    rim = 2 * n
    nr, nz = len(r1), len(z1)
    ids = np.arange(nr * nz).reshape(nr, nz)
    r_sub, z_sub = np.meshgrid(r1, z1, indexing="ij")
    rows = 2 * layers
    island = np.empty((rim + 1, rows + 1), dtype=int)
    island[:, 0] = ids[:rim + 1, -1]
    island[:rim, 1:] = nr * nz + np.arange(rim * rows).reshape(rim, rows)
    island[rim, 1:] = ids[rim, -1]          # the island closes at its rim
    r_isl = np.repeat(r1[:rim], rows)
    z_isl = np.outer(s * (radius - r1[:rim]),
                     np.arange(1, rows + 1) / rows).ravel()
    r = np.concatenate([r_sub.ravel(), r_isl])
    z = np.concatenate([z_sub.ravel(), z_isl])
    cells_sub, cells_isl = nine_node_cells(ids), nine_node_cells(island)
    cells = np.vstack([cells_sub, cells_isl])
    in_island = np.arange(len(cells)) >= len(cells_sub)
    modulus = np.where(in_island, modulus_ratio, 1.0)
    stress0 = modulus_ratio / (1 - nu)
    lam = nu / ((1 + nu) * (1 - 2 * nu))
    mu = 1 / (2 * (1 + nu))
    stiff = np.zeros((4, 4))
    stiff[:3, :3] = lam
    stiff[[0, 1, 2], [0, 1, 2]] += 2 * mu
    stiff[3, 3] = mu
    ke = np.zeros((len(cells), 18, 18))
    fe = np.zeros((len(cells), 18))
    volume = 0.0
    pts, wts = np.polynomial.legendre.leggauss(3)

    def quad(x):
        return (np.array([x * (x - 1) / 2, 1 - x * x, x * (x + 1) / 2]),
                np.array([x - 0.5, -2 * x, x + 0.5]))

    rc, zc = r[cells], z[cells]
    for a, wa in zip(pts, wts):
        for b, wb in zip(pts, wts):
            (na, da), (nb, db) = quad(a), quad(b)
            shape = np.outer(na, nb).ravel()
            dxi = np.outer(da, nb).ravel()
            deta = np.outer(na, db).ravel()
            rx, re, zx, ze = rc @ dxi, rc @ deta, zc @ dxi, zc @ deta
            det = rx * ze - re * zx
            dr = (np.outer(ze, dxi) - np.outer(zx, deta)) / det[:, None]
            dz = (np.outer(rx, deta) - np.outer(re, dxi)) / det[:, None]
            rad = rc @ shape
            bm = np.zeros((len(cells), 4, 18))
            bm[:, 0, 0::2] = dr
            bm[:, 1, 1::2] = dz
            bm[:, 2, 0::2] = shape / rad[:, None]
            bm[:, 3, 0::2] = dz
            bm[:, 3, 1::2] = dr
            w = 2 * np.pi * rad * det * wa * wb
            ke += (np.transpose(bm, (0, 2, 1)) * (w * modulus)[:, None, None]
                   ) @ (stiff @ bm)
            fe -= (stress0 * w * in_island)[:, None] * (bm[:, 0] + bm[:, 2])
            volume += w[in_island].sum()
    dofs = np.stack([2 * cells, 2 * cells + 1], axis=2).reshape(len(cells), 18)
    size = 2 * len(r)
    row = np.repeat(dofs, 18, axis=1).ravel()
    col = np.tile(dofs, (1, 18)).ravel()
    k_all = coo_matrix((ke.ravel(), (row, col)), shape=(size, size)).tocsc()
    force = np.bincount(dofs.ravel(), weights=fe.ravel(), minlength=size)
    clamped = (r > far - 1e-9) | (z < -far + 1e-9)
    fixed = np.zeros(size, dtype=bool)
    fixed[0::2] = clamped | (r < 1e-12)
    fixed[1::2] = clamped
    free = np.flatnonzero(~fixed)
    u = spsolve(k_all[free][:, free], force[free], permc_spec="MMD_AT_PLUS_A")
    return 0.5 * force[free] @ u / (stress0 * volume)


# ---------- half-space response to a longitudinal traction wave, q = 1 ------
def cubic_tensor(c11, c12, c44):
    d = np.eye(3)
    c = (c12 * np.einsum("ij,kl->ijkl", d, d)
         + c44 * (np.einsum("ik,jl->ijkl", d, d)
                  + np.einsum("il,jk->ijkl", d, d)))
    for i in range(3):
        c[i, i, i, i] = c11
    return c


def surface_compliance(c, angle):
    """Variational solution in depth functions L_n(2 depth) exp(-depth)."""
    nb = 14
    y, w = lag.laggauss(40)
    val = lag.lagvander(y, nb - 1)
    der = 2 * lag.lagval(y, lag.lagder(np.eye(nb))).T - val
    kx, ky = np.cos(angle), np.sin(angle)
    grad = np.array([1j * kx * val, 1j * ky * val, -der])
    overlap = np.einsum("kpn,p,lpm->klnm", grad.conj(), w / 2, grad,
                        optimize=True)
    k = np.einsum("ikjl,klnm->injm", c, overlap).reshape(3 * nb, 3 * nb)
    f = np.outer([kx, ky, 0.0], np.ones(nb)).ravel()
    return (f @ np.linalg.solve(k, f)).real


# ---------- shape factors ---------------------------------------------------
def conical_k(top):
    """k of a cone cut off at radius 'top' (base radius 1), Hankel integral."""
    x, w = np.polynomial.legendre.leggauss(150)
    rho = top + (1 - top) * (x + 1) / 2
    w = w * (1 - top) / 2
    step = 0.05
    t = np.arange(step / 2, 200, step)
    inner = j1(np.outer(t, rho)) @ (w * rho)
    return 6 * np.sum(inner ** 2) * step / (1 - top ** 3)


corners = np.array([[1, -1], [1, 1], [-1, 1], [-1, -1]], dtype=float)
facet_gradients = np.array([[-1, 0], [0, -1], [1, 0], [0, 1]], dtype=float)
gx, gw = np.polynomial.legendre.leggauss(40)


def facet(i):
    return np.array([[0.0, 0.0], corners[i], corners[(i + 1) % 4]])


def facet_points(i):
    tt, vv = np.meshgrid((gx + 1) / 2, (gx + 1) / 2, indexing="ij")
    _, p, q = facet(i)
    pts = tt[..., None] * (p + vv[..., None] * (q - p))
    weights = np.outer(gw, gw) / 4 * tt * 2     # 2 = |p x q|
    return pts.reshape(-1, 2), weights.ravel()


def inverse_distance_integral(tri, p):
    """Integral of 1/distance over a triangle, seen from points p in plane."""
    total = np.zeros(len(p))
    for i in range(3):
        a, b = tri[i], tri[(i + 1) % 3]
        length = np.linalg.norm(b - a)
        e = (b - a) / length
        normal = np.array([e[1], -e[0]])
        d = (a - p) @ normal
        l1 = (a - p) @ e
        safe = np.maximum(np.abs(d), 1e-14)
        total += d * (np.arcsinh((l1 + length) / safe) - np.arcsinh(l1 / safe))
    return total


def coupling(shift):
    """(1/2pi) double integral of grad h . grad h' / distance, half-base 1."""
    total = 0.0
    for i in range(4):
        pts, w = facet_points(i)
        for j in range(4):
            g = facet_gradients[i] @ facet_gradients[j]
            if g != 0:
                total += g * (w @ inverse_distance_integral(
                    facet(j), pts - np.asarray(shift, dtype=float)))
    return total / (2 * np.pi)


# ---------- tests -----------------------------------------------------------
k_cone = float(8 / mpmath.pi * (mpmath.catalan - 0.5))
k_cone_hankel = conical_k(0.0)
assert abs(k_cone_hankel / k_cone - 1) < 1e-3

c11 = young * (1 - nu) / ((1 + nu) * (1 - 2 * nu))
c12 = young * nu / ((1 + nu) * (1 - 2 * nu))
iso = cubic_tensor(c11 / 1e9, c12 / 1e9, (c11 - c12) / 2e9)
response = surface_compliance(iso, 0.3)              # 1/GPa at q = 1
response_formula = 2 * (1 - nu ** 2) / (young / 1e9)
assert abs(response / response_formula - 1) < 1e-6

slopes = [0.02, 0.04, 0.1, 0.2]
fractions = [cone_relaxed_fraction(s) for s in slopes]
reduced = [f / ((1 + nu) * s) for f, s in zip(fractions, slopes)]
k_limit = 2 * reduced[0] - reduced[1]
# 1 %: finite mesh and second-order remainder of the extrapolation
assert abs(k_limit / k_cone - 1) < 0.01
for s, value in zip(slopes[:2], reduced[:2]):
    assert abs(value / k_cone - 1) < 3 * s + 0.01

larger = cone_relaxed_fraction(0.1, radius=1.5)
assert abs(larger / fractions[2] - 1) < 0.005        # finite substrate box

soft_small = [cone_relaxed_fraction(s, modulus_ratio=soft) / ((1 + nu) * s)
              for s in slopes[:2]]
soft_limit = (2 * soft_small[0] - soft_small[1]) / k_limit
assert abs(soft_limit / soft - 1) < 0.01
soft_example = cone_relaxed_fraction(slope, modulus_ratio=soft) / fractions[3]

# Square pyramid: real space against Fourier space
unit_volume = 4 / 3
q_self = coupling((0, 0))
k_pyramid = q_self / unit_volume
n_angle, dq = 400, 0.05
theta = (np.arange(n_angle) + 0.5) * np.pi / 2 / n_angle
q = np.arange(dq / 2, 150, dq)[:, None]
qx, qy = q * np.cos(theta), q * np.sin(theta)
h_q = 2 / (qx * qy) * (np.sinc((qx - qy) / np.pi) - np.sinc((qx + qy) / np.pi))
angular = np.sum(q ** 2 * h_q ** 2, axis=0) * dq
q_fourier = 4 * angular.sum() * (np.pi / 2 / n_angle) / (4 * np.pi ** 2)
k_pyramid_fourier = q_fourier / unit_volume
assert abs(k_pyramid_fourier / k_pyramid - 1) < 1e-3  # cut-off in q

# Flat-topped cone, height 0.05 of base radius: slope doubled at fixed height
height_fixed = 0.05
flat = [s * conical_k(1 - height_fixed / s) for s in (0.1, 0.2)]
flat_growth = flat[1] / flat[0]
assert 1.0 < flat_growth < 1.7

# Repulsion of distant islands (separation 10 bases)
distance = 20.0
far_ratio = coupling((distance, 0)) / (
    -unit_volume ** 2 / (2 * np.pi * distance ** 3))
assert abs(far_ratio - 1) < 0.01

# ---------- worked example --------------------------------------------------
ev_nm3 = ev * 1e27
w0 = young * misfit ** 2 / (1 - nu)
stress = young * misfit / (1 - nu)
height = slope * base / 2
volume = base ** 2 * height / 3
fraction = (1 + nu) * k_pyramid * slope
density = w0 * fraction
total = density * volume
finite_slope = reduced[3] / k_cone

# Neglected effects, for the same numbers
c44 = 80e9                                            # Pa, rough
cubic = cubic_tensor(c11 / 1e9, c12 / 1e9, c44 / 1e9)
angles = np.linspace(0, np.pi / 2, 31)
table = [surface_compliance(cubic, a) for a in angles]
anisotropy = (angular @ np.interp(theta, angles, table)
              / angular.sum() / response_formula)

pitch = 4.0                                           # two bases
near = sum(coupling((pitch * i, pitch * j)) for i in range(-2, 3)
           for j in range(-2, 3) if (i, j) != (0, 0))
ii, jj = np.meshgrid(np.arange(-300, 301), np.arange(-300, 301))
mask = np.maximum(np.abs(ii), np.abs(jj)) > 2
lattice = np.sum((ii[mask] ** 2 + jj[mask] ** 2) ** -1.5)
neighbours = (near - unit_volume ** 2 * lattice
              / (2 * np.pi * pitch ** 3)) / q_self

film_content = 0.7
mixing = film_content ** 2
expansion_difference, heating = 3e-6, 600.0           # 1/K, K, rough
thermal = (1 + expansion_difference * heating / misfit) ** 2
gamma = 1.0                                           # J/m2, rough
surface_cost = gamma * base ** 2 * (np.sqrt(1 + slope ** 2) - 1)
burgers = 0.4e-9                                      # m, rough
relaxed_stress = stress * (1 - fraction * finite_slope)
disl_gain = relaxed_stress * burgers * base * height / 2
disl_cost = (young * burgers ** 2 / (8 * np.pi * (1 - nu ** 2))
             * np.log(2 * (height / 2) / (burgers / 2)) * base)

print(f"half-space response, variational: {response:.6f} /GPa (q=1)")
print(f"half-space response, formula: {response_formula:.6f} /GPa (q=1)")
print(f"cone k, closed form: {k_cone:.5f}")
print(f"cone k, Hankel integral: {k_cone_hankel:.5f}")
for s, f, value in zip(slopes, fractions, reduced):
    print(f"cone, full elasticity, slope {s:.2f}: |U|/(w0 V) = {f:.5f}, "
          f"divided by (1+nu)s = {value:.4f}")
print(f"cone k, full elasticity, slope to 0: {k_limit:.4f}")
print(f"cone radius x1.5, slope 0.1: |U|/(w0 V) = {larger:.5f}")
print(f"softer island, factor at slope to 0: {soft_limit:.4f}")
print(f"pyramid k, real space: {k_pyramid:.5f}")
print(f"pyramid k, Fourier space: {k_pyramid_fourier:.5f}")
print(f"flat top, fixed height/base radius: {height_fixed:.2f}")
print(f"flat top, slope 0.1 to 0.2, |U|/V grows by: {flat_growth:.3f}")
print(f"distant repulsion, direct/formula at 10 bases: {far_ratio:.4f}")
print(f"input Young modulus: {young/1e9:.0f} GPa")
print(f"input Poisson ratio: {nu:.2f}")
print(f"input misfit: {100*misfit:.1f} %")
print(f"input slope: {slope:.2f}")
print(f"input base: {base*1e9:.0f} nm")
print(f"height: {height*1e9:.2f} nm")
print(f"volume: {volume*1e27:.1f} nm3")
print(f"film stress: {stress/1e9:.2f} GPa")
print(f"film energy density w0: {w0/ev_nm3:.3f} eV/nm3")
print(f"relaxed fraction, linear law: {fraction:.4f}")
print(f"relaxation energy per volume: {density/ev_nm3:.4f} eV/nm3")
print(f"the same: {density/1e6:.1f} MJ/m3")
print(f"relaxation energy of the island: {total/ev:.1f} eV")
print(f"finite slope, factor (cone): {finite_slope:.4f}")
print(f"energy with that factor: {total*finite_slope/ev:.1f} eV")
print(f"cubic shear constant C44: {c44/1e9:.0f} GPa "
      f"(isotropic {(c11-c12)/2e9:.1f} GPa)")
print(f"cubic anisotropy, factor: {anisotropy:.4f}")
print(f"island modulus x{soft:.1f}, fraction factor at slope 0.2 (cone): "
      f"{soft_example:.4f}")
print(f"square array, pitch {pitch/2*base*1e9:.0f} nm, change: "
      f"{100*neighbours:.2f} %")
print(f"intermixing, film content {film_content:.1f}, factor: {mixing:.3f}")
print(f"thermal inputs: {expansion_difference:.1e} /K, {heating:.0f} K")
print(f"thermal misfit, factor: {thermal:.3f}")
print(f"surface energy {gamma:.1f} J/m2, added cost: {surface_cost/ev:.1f} eV")
print(f"Burgers length: {burgers*1e9:.1f} nm")
print(f"one dislocation, elastic gain: {disl_gain/ev:.0f} eV")
print(f"one dislocation, line cost: {disl_cost/ev:.0f} eV")
print("finished without a failed check")
```

Printed output:

```
half-space response, variational: 0.014178 /GPa (q=1)
half-space response, formula: 0.014178 /GPa (q=1)
cone k, closed form: 1.05925
cone k, Hankel integral: 1.05922
cone, full elasticity, slope 0.02: |U|/(w0 V) = 0.02691, divided by (1+nu)s = 1.0512
cone, full elasticity, slope 0.04: |U|/(w0 V) = 0.05340, divided by (1+nu)s = 1.0429
cone, full elasticity, slope 0.10: |U|/(w0 V) = 0.12999, divided by (1+nu)s = 1.0155
cone, full elasticity, slope 0.20: |U|/(w0 V) = 0.24651, divided by (1+nu)s = 0.9629
cone k, full elasticity, slope to 0: 1.0594
cone radius x1.5, slope 0.1: |U|/(w0 V) = 0.12993
softer island, factor at slope to 0: 0.8014
pyramid k, real space: 0.99222
pyramid k, Fourier space: 0.99212
flat top, fixed height/base radius: 0.05
flat top, slope 0.1 to 0.2, |U|/V grows by: 1.245
distant repulsion, direct/formula at 10 bases: 1.0045
input Young modulus: 130 GPa
input Poisson ratio: 0.28
input misfit: 4.0 %
input slope: 0.20
input base: 20 nm
height: 2.00 nm
volume: 266.7 nm3
film stress: 7.22 GPa
film energy density w0: 1.803 eV/nm3
relaxed fraction, linear law: 0.2540
relaxation energy per volume: 0.4580 eV/nm3
the same: 73.4 MJ/m3
relaxation energy of the island: 122.1 eV
finite slope, factor (cone): 0.9091
energy with that factor: 111.0 eV
cubic shear constant C44: 80 GPa (isotropic 50.8 GPa)
cubic anisotropy, factor: 0.8180
island modulus x0.8, fraction factor at slope 0.2 (cone): 0.8790
square array, pitch 40 nm, change: -3.22 %
intermixing, film content 0.7, factor: 0.490
thermal inputs: 3.0e-06 /K, 600 K
thermal misfit, factor: 1.092
surface energy 1.0 J/m2, added cost: 49.4 eV
Burgers length: 0.4 nm
one dislocation, elastic gain: 277 eV
one dislocation, line cost: 258 eV
finished without a failed check
```
